# Longest interconnect segment in which back stress halts electromigration: a program that tests the result

```python
"""Longest interconnect segment in which back stress halts electromigration.

Result under test: L_max = Omega * dsigma / (|Z| e rho j)
Omega  atomic volume          dsigma  allowed end-to-end stress difference
Z      effective charge       rho     resistivity       j  current density
Stress is positive in tension; x runs with the electrons, cathode to anode.
Both ends block atoms.  SI units inside, except stress in MPa in the solver.
"""
import numpy as np
from scipy.constants import e, k, zero_Celsius
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize

# Rough typical values for a narrow copper line in a soft dielectric
j = 1.0e10             # A/m2
rho = 3.0e-8           # ohm m, at the temperature of use
Z = -1.0
omega = 1.18e-29       # m3
allowed = 100.0e6      # Pa
T = 105.0 + zero_Celsius
B = 30.0e9             # Pa, effective modulus of the confined line
short, long_line = 15.0e-6, 40.0e-6

field = -rho * j       # electric field along x (current runs against x)
force = Z * e * field  # force on one atom, towards the anode
L_max = omega * allowed / (abs(Z) * e * rho * j)
gradient = force / omega


def relax(length, start=0.0, held=None, stress_mobility=True, cells=40):
    """Integrate atom transport; time unit is length^2 / stress diffusivity.

    held=None blocks the ends; otherwise the end stresses are fixed at
    +held/2 and -held/2 (MPa).  Returns times, stresses, final face drive.
    """
    h = length / cells

    def drive(s):
        inner = force + omega * np.diff(s) * 1e6 / h
        if stress_mobility:
            mean = 0.5 * (s[1:] + s[:-1]) * 1e6
            inner = inner * np.exp(omega * mean / (k * T))
        left = right = 0.0
        if held is not None:
            left = force + omega * (s[0] - held / 2) * 1e6 / (h / 2)
            right = force + omega * (-held / 2 - s[-1]) * 1e6 / (h / 2)
        return np.concatenate(([left], inner, [right]))

    def rate(t, s):
        return length**2 * np.diff(drive(s)) / (h * omega * 1e6)

    sol = solve_ivp(rate, (0.0, 3.0), np.full(cells, start), method="BDF",
                    t_eval=np.linspace(0.0, 3.0, 3001), rtol=1e-7, atol=1e-5)
    assert sol.success
    return sol.t, sol.y, drive(sol.y[:, -1])


def end_stresses(s):
    """Linear extrapolation from cell centres to the two ends, in MPa."""
    return 1.5 * s[0] - 0.5 * s[1], 1.5 * s[-1] - 0.5 * s[-2]


def final_difference(length):
    cathode, anode = end_stresses(relax(length)[1][:, -1])
    return cathode - anode


# Test 1: equilibrium from the total energy alone, no flux law used.
# Variable: fraction of a cell's atoms moved across each inner face / 1e-3.
cells = 20
h = short / cells


def excess_atoms(y):
    return -np.diff(np.concatenate(([0.0], 1e-3 * y, [0.0])))


def total_energy(y):
    elastic = 0.5 * B * np.sum(excess_atoms(y)**2)
    wind_work = force * h / omega * np.sum(1e-3 * y)
    return (elastic - wind_work) / (B * 1e-6)


best = minimize(total_energy, np.zeros(cells - 1), method="BFGS")
stress_min = -B * excess_atoms(best.x)
slope = (stress_min[0] - stress_min[-1]) / ((cells - 1) * h)
moved_numeric = 1e-3 * best.x[cells // 2 - 1] * h
moved_short = gradient * short**2 / (8 * B)
assert abs(slope / gradient - 1) < 1e-3
assert abs(moved_numeric / moved_short - 1) < 1e-3

# Test 2: longest safe length found by search on the simulated final state
L_search = brentq(lambda x: final_difference(x) - allowed / 1e6,
                  5e-6, 100e-6, xtol=1e-10)
assert abs(L_search / L_max - 1) < 1e-4

# Test 3: the short line never reaches the limit, the long line does
t, s, last_drive = relax(short)
cathode, anode = end_stresses(s)
diff_short = cathode[-1] - anode[-1]
assert np.max(cathode - anode) < allowed / 1e6
assert np.max(np.abs(last_drive)) < 1e-4 * force
assert cathode[-1] > 0 > anode[-1]
t, s, _ = relax(long_line)
cathode, anode = end_stresses(s)
diff_long = cathode[-1] - anode[-1]
over = np.flatnonzero(cathode - anode > allowed / 1e6)
assert over.size > 0
time_limit = t[over[0]]

# Test 4: residual flux when the end stresses are held at the limit
_, _, drive_held = relax(long_line, held=allowed / 1e6, stress_mobility=False)
residual = 1 - L_max / long_line
assert np.allclose(drive_held / force, residual, rtol=1e-3)
_, _, drive_soft = relax(long_line, held=allowed / 1e6)
assert np.min(drive_soft) > 0

# Neglected effects; rough material values
expansion_gap = 17e-6 - 3e-6             # 1/K, copper minus silicon
thermal_rate = 3 * expansion_gap * B     # Pa per kelvin of cooling
tension_limit = allowed / 2
cooling = 10.0
sigma_T = thermal_rate * cooling
L_thermal = 2 * (tension_limit - sigma_T) / gradient
cool_all = tension_limit / thermal_rate
# Test 5: a line of that length, started in tension, just reaches the limit
_, s, _ = relax(L_thermal, start=sigma_T / 1e6)
peak = end_stresses(s[:, -1])[0]
assert abs(peak / (tension_limit / 1e6) - 1) < 1e-3

rho_slope = 6.7e-11                      # ohm m per K, copper
rho_room = rho - rho_slope * 80.0        # at 25 C
L_room = L_max * rho / rho_room
thickness, dielectric, k_diel = 200e-9, 500e-9, 0.3   # m, m, W/(m K)
heating = rho * j**2 * thickness * dielectric / k_diel
L_change_heat = 1 - rho / (rho + rho_slope * heating)
Q_transport = 0.1 * e                    # J, heat of transport
thermo_stress = Q_transport * heating / (T * omega)
mobility_change = np.exp(omega * tension_limit / (k * T)) - 1


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())


print("INPUTS (rough typical values, narrow copper line)")
show("current density", f"{j / 1e10:.2f}", "MA/cm2")
show("resistivity at use temperature", f"{rho * 1e8:.2f}", "uohm cm")
show("effective charge number", f"{Z:.1f}")
show("atomic volume", f"{omega * 1e27:.4f}", "nm3")
show("allowed stress difference", f"{allowed / 1e6:.0f}", "MPa")
show("temperature of use", f"{T:.0f}", "K")
show("effective modulus of confined line", f"{B / 1e9:.0f}", "GPa")
print("RESULT")
show("field magnitude", f"{abs(field) / 100:.2f}", "V/cm")
show("force on an atom", f"{force / e * 1e-6 * 1e3:.3f}", "meV/um")
show("stress gradient at arrest", f"{gradient / 1e12:.3f}", "MPa/um")
show("energy Omega*dsigma", f"{omega * allowed / e * 1e3:.2f}", "meV")
show("longest safe segment, formula", f"{L_max * 1e6:.2f}", "um")
show("longest safe segment, simulated", f"{L_search * 1e6:.2f}", "um")
show("critical product jL", f"{j * L_max / 100:.0f}", "A/cm")
print("TWO SEGMENTS")
show("short segment", f"{short * 1e6:.0f}", "um")
show("its simulated final stress difference", f"{diff_short:.1f}", "MPa")
show("metal moved past its middle, formula", f"{moved_short * 1e9:.2f}", "nm")
show("same, energy minimum", f"{moved_numeric * 1e9:.2f}", "nm")
show("long segment", f"{long_line * 1e6:.0f}", "um")
show("stress difference it would need", f"{diff_long:.1f}", "MPa")
show("time to reach limit / (L^2/stress diffusivity)", f"{time_limit:.3f}")
show("residual flux fraction, formula", f"{residual:.3f}")
show("residual flux fraction, simulated", f"{drive_held[20] / force:.3f}")
print("NEGLECTED EFFECTS (rough sizes)")
show("thermal tension per K of cooling", f"{thermal_rate / 1e6:.2f}", "MPa/K")
show("tension limit if dsigma is split evenly",
     f"{tension_limit / 1e6:.0f}", "MPa")
show("cooling that uses up the tension limit", f"{cool_all:.0f}", "K")
show("sample cooling", f"{cooling:.0f}", "K")
show("safe length after sample cooling", f"{L_thermal * 1e6:.1f}", "um")
show("resistivity at 25 C", f"{rho_room * 1e8:.2f}", "uohm cm")
show("length wrongly found with it", f"{L_room * 1e6:.1f}", "um")
for z in (0.5, 2.0):
    show(f"safe length if |Z| = {z}", f"{L_max * abs(Z) / z * 1e6:.1f}", "um")
show("line thickness", f"{thickness * 1e9:.0f}", "nm")
show("dielectric thickness", f"{dielectric * 1e9:.0f}", "nm")
show("dielectric conductivity", f"{k_diel:.1f}", "W/(m K)")
show("Joule heating, slab estimate", f"{heating:.2f}", "K")
show("loss of safe length by heating", f"{100 * L_change_heat:.2f}", "%")
show("heat of transport taken", f"{Q_transport / e:.1f}", "eV")
show("thermomigration stress", f"{thermo_stress / 1e6:.1f}", "MPa")
show("diffusivity change at tension limit", f"{100 * mobility_change:.0f}", "%")
print("done: every assertion held")
```

Output:

```
INPUTS (rough typical values, narrow copper line)
current density: 1.00 MA/cm2
resistivity at use temperature: 3.00 uohm cm
effective charge number: -1.0
atomic volume: 0.0118 nm3
allowed stress difference: 100 MPa
temperature of use: 378 K
effective modulus of confined line: 30 GPa
RESULT
field magnitude: 3.00 V/cm
force on an atom: 0.300 meV/um
stress gradient at arrest: 4.073 MPa/um
energy Omega*dsigma: 7.36 meV
longest safe segment, formula: 24.55 um
longest safe segment, simulated: 24.55 um
critical product jL: 2455 A/cm
TWO SEGMENTS
short segment: 15 um
its simulated final stress difference: 61.1 MPa
metal moved past its middle, formula: 3.82 nm
same, energy minimum: 3.82 nm
long segment: 40 um
stress difference it would need: 162.9 MPa
time to reach limit / (L^2/stress diffusivity): 0.076
residual flux fraction, formula: 0.386
residual flux fraction, simulated: 0.386
NEGLECTED EFFECTS (rough sizes)
thermal tension per K of cooling: 1.26 MPa/K
tension limit if dsigma is split evenly: 50 MPa
cooling that uses up the tension limit: 40 K
sample cooling: 10 K
safe length after sample cooling: 18.4 um
resistivity at 25 C: 2.46 uohm cm
length wrongly found with it: 29.9 um
safe length if |Z| = 0.5: 49.1 um
safe length if |Z| = 2.0: 12.3 um
line thickness: 200 nm
dielectric thickness: 500 nm
dielectric conductivity: 0.3 W/(m K)
Joule heating, slab estimate: 1.00 K
loss of safe length by heating: 0.22 %
heat of transport taken: 0.1 eV
thermomigration stress: 3.6 MPa
diffusivity change at tension limit: 12 %
done: every assertion held
```
